# Energy levels of the Dirac electron in a uniform magnetic field, part 2

An electron of mass $m$ and charge $-e$ ($e>0$) moves in a static field $\mathbf B=B\hat{\mathbf z}$, $B>0$. We seek its Dirac levels and the number of states in each. In the Pauli theory with $g=2$, each orbital level with spin up coincides with the next higher one with spin down. Units are $\hbar=c=1$ until section 10. With $\mathbf p=-i\nabla$ and $\boldsymbol\pi=\mathbf p+e\mathbf A$,

$$H=\boldsymbol\alpha\cdot\boldsymbol\pi+\beta m=\begin{pmatrix} m&\boldsymbol\sigma\cdot\boldsymbol\pi\\ \boldsymbol\sigma\cdot\boldsymbol\pi&-m\end{pmatrix},$$

$$\alpha_i=\begin{pmatrix}0&\sigma_i\\ \sigma_i&0\end{pmatrix},\qquad \beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad \Sigma_i=\begin{pmatrix}\sigma_i&0\\0&\sigma_i\end{pmatrix}.$$

The arrows $\uparrow,\downarrow$ mean $\sigma_z=s=\pm1$; $p_z$ is a number.

**Block lemma (section 1).** For Hermitian $d\times d$ $M$ with $M^2=k^2$, $h=\begin{pmatrix}m&M\\M&-m\end{pmatrix}$ has $d$ states at each of $\pm E$, $E=\sqrt{m^2+k^2}$. For normalized $\chi$, these are

$$\psi_+(\chi)=\frac{1}{\sqrt{2E(E+m)}}\begin{pmatrix}(E+m)\chi\\M\chi\end{pmatrix},\qquad \psi_-(\chi)=\frac{1}{\sqrt{2E(E+m)}}\begin{pmatrix}-M\chi\\(E+m)\chi\end{pmatrix},$$

normalized by $(E+m)^2+k^2=2E(E+m)$.

**Section 3.** $[\pi_x,\pi_y]=-ieB$, $\omega_c=eB/m$, and

$$a=\frac{\pi_x-i\pi_y}{\sqrt{2eB}},\qquad a^\dagger=\frac{\pi_x+i\pi_y}{\sqrt{2eB}} .$$

$$a|N\rangle=\sqrt N\,|N-1\rangle,\qquad a^\dagger|N\rangle=\sqrt{N+1}\,|N+1\rangle .$$

$$\pi_\perp^2=\pi_x^2+\pi_y^2=eB\,(2\hat N+1),\qquad \hat N=a^\dagger a .$$

In the Landau gauge $\mathbf A=(0,Bx,0)$, $p_y$ is conserved, $\pi_y=\sqrt{eB}\,\xi$, and

$$l=\frac1{\sqrt{eB}},\qquad x_0=-p_yl^2,\qquad \xi=\frac{x-x_0}{l}.$$

Here $|0\rangle\propto e^{-\xi^2/2}$, while $a^\dagger f=0$ gives $e^{+\xi^2/2}$, which cannot be normalized.

**Section 4.** The level spacing at large $n$ is $eB/E_n$, and

$$H^2=m^2+p_z^2+eB\,(2\hat N+1+\Sigma_z).$$

$$n=N+\frac{1+s}{2},\qquad E_n^2=m^2+p_z^2+2n\,eB,\qquad n=0,1,2,\dots$$

**Section 5.** At $p_z=0$, $n\ge1$, $H$ couples two pairs: upper $|n-1\rangle\!\uparrow$ with lower $|n\rangle\!\downarrow$ ($\beta\Sigma_z=+1$), and upper $|n\rangle\!\downarrow$ with lower $|n-1\rangle\!\uparrow$ ($\beta\Sigma_z=-1$). Each pair has the block $\begin{pmatrix}m&q_n\\q_n&-m\end{pmatrix}$, $q_n=\sqrt{2neB}$.

**Section 6.** On $|n-1\rangle\!\uparrow$, $|n\rangle\!\downarrow$, $\boldsymbol\sigma\cdot\boldsymbol\pi$ is $M_n=\begin{pmatrix}p_z&q_n\\q_n&-p_z\end{pmatrix}$; for $n=0$, $M_0=-p_z$ on $|0\rangle\!\downarrow$ alone. The blocks of $H$ are $H_n=\begin{pmatrix}m&M_n\\M_n&-m\end{pmatrix}$. The energies are $\pm E_n$, with two states for $n\ge1$ and one for $n=0$, per sign, $p_z$ and $p_y$. With $E=E_n$, omitting $e^{i(p_yy+p_zz)}/\sqrt{2E(E+m)}$, in the order upper $\uparrow$, upper $\downarrow$, lower $\uparrow$, lower $\downarrow$:

$$\psi_{+\uparrow}=\begin{pmatrix}(E+m)|n-1\rangle\\0\\p_z|n-1\rangle\\q_n|n\rangle\end{pmatrix},\quad \psi_{+\downarrow}=\begin{pmatrix}0\\(E+m)|n\rangle\\q_n|n-1\rangle\\-p_z|n\rangle\end{pmatrix},$$
$$\psi_{-\uparrow}=\begin{pmatrix}-p_z|n-1\rangle\\-q_n|n\rangle\\(E+m)|n-1\rangle\\0\end{pmatrix},\quad \psi_{-\downarrow}=\begin{pmatrix}-q_n|n-1\rangle\\p_z|n\rangle\\0\\(E+m)|n\rangle\end{pmatrix}.$$

Only the $\downarrow$ spinors exist at $n=0$.

## 7. What the spin label means

$H^2$ commutes with $\Sigma_z$, but $H$ does not. From $[\sigma_x,\sigma_z]=-2i\sigma_y$ and $[\sigma_y,\sigma_z]=2i\sigma_x$, and since the off-diagonal blocks of $[\alpha_i,\Sigma_z]$ are $[\sigma_i,\sigma_z]$,
$$[H,\Sigma_z]=[\alpha_x,\Sigma_z]\pi_x+[\alpha_y,\Sigma_z]\pi_y=2i(\alpha_x\pi_y-\alpha_y\pi_x)\neq0 .$$
The arrow on $\psi_{+\uparrow}$ describes its upper two-spinor only. Components with different spin or block are orthogonal, so the expectation value is a signed sum of squared coefficients:
$$\langle\Sigma_z\rangle_{+\uparrow}=\frac{(E+m)^2+p_z^2-q_n^2}{2E(E+m)}=\frac{[(E+m)^2+p_z^2+q_n^2]-2q_n^2}{2E(E+m)}=1-\frac{2neB}{E(E+m)},$$
where the bracket equals $2E(E+m)$ by the normalization in the lemma. In $\psi_{+\downarrow}$ the weights $(E+m)^2$ and $p_z^2$ have spin down and $q_n^2$ has spin up, so the sign reverses. The negative-energy spinors have the same weights on the same spins. In all four cases
$$\langle\Sigma_z\rangle=s\left[1-\frac{2neB}{E(E+m)}\right],$$
which quadrature over the explicit spinors confirmed. For $n=0$ the value $-1$ is an exact eigenvalue, as all components are $\downarrow$.

An operator that is conserved for all $p_z$ is $\boldsymbol\Sigma\cdot\boldsymbol\pi$. Writing $S=\boldsymbol\sigma\cdot\boldsymbol\pi$,
$$H\,(\boldsymbol\Sigma\cdot\boldsymbol\pi)=\begin{pmatrix}mS&S^2\\S^2&-mS\end{pmatrix}=(\boldsymbol\Sigma\cdot\boldsymbol\pi)\,H .$$
In level $n\ge1$ it acts as $M_n$ on both blocks. $M_n$ is traceless with square $p_z^2+2neB$, so its eigenvalues are $\pm\sqrt{p_z^2+2neB}$. Choosing $\chi$ as its eigenvectors gives another orthonormal basis of the doublet, labelled by the spin projection on the kinetic momentum. In level $n=0$ the one eigenvalue is $-p_z$. The twofold degeneracy is a property of the level and does not depend on which basis is used.

*Test.* For $2neB\ll m^2$ the correction is at most about $neB/m^2$ and $\langle\Sigma_z\rangle\to s$. For $2neB\gg m^2,p_z^2$, $E^2\to2neB$ and $E\gg m$, so $\langle\Sigma_z\rangle\to0$, with equal weight on both spin directions.

## 8. Orbital degeneracy

The energy does not depend on $p_y$, so "single" and "double" count spin states only. The meaning of $p_y$ is seen from the gauge-independent guiding-centre operators
$$X=x-l^2\pi_y,\qquad Y=y+l^2\pi_x .$$
Using $[x,\pi_x]=[y,\pi_y]=i$ and $l^2eB=1$, one finds $[X,\pi_x]=i-l^2(ieB)=0$, $[Y,\pi_y]=i+l^2(-ieB)=0$, and $[X,\pi_y]=[Y,\pi_x]=0$ directly. Both operators commute with $H$, but not with each other:
$$[X,Y]=l^2[x,\pi_x]-l^2[\pi_y,y]-l^4[\pi_y,\pi_x]=il^2+il^2-il^2=il^2 .$$
In the Landau gauge $X=x-l^2(p_y+eBx)=-l^2p_y=x_0$. The states above have sharp $X$ and completely uncertain $Y$.

For a region $L_x\times L_y$ with periodic conditions in $y$, $p_y=2\pi j/L_y$ with integer $j$, and neighbouring centres are $2\pi l^2/L_y$ apart. The number that fit into $L_x$ is
$$\mathcal N=\frac{L_xL_y}{2\pi l^2}=\frac{eB}{2\pi}\,L_xL_y=\frac{BL_xL_y}{2\pi/e},$$
one state per flux quantum $2\pi/e$ ($h/e$ in SI units). This neglects orbits that touch the walls. Since $\pi_x^2$ and $\pi_y^2=eB\xi^2$ share $eB(2N+1)$ and $\pi_x^2\ge0$, the classical range is $|x-x_0|\le l\sqrt{2N+1}$, and $L_x$ must be large compared with it. At fixed $p_z$ and sign of energy, level $n$ holds $eB/2\pi$ states per unit area for $n=0$ and $2\,eB/2\pi$ for $n\ge1$.

*Test.* The field should regroup the free states without changing their number. Free electrons with two spins have $2\,d^2p_\perp/(2\pi)^2=2\pi\,d(p_\perp^2)/(2\pi)^2=d(p_\perp^2)/2\pi$ states per unit area. The level at $2neB$ with $n\ge1$ is the nearest level for $p_\perp^2$ between $(2n-1)eB$ and $(2n+1)eB$, an interval holding $2eB/2\pi$ free states. The level $n=0$ is nearest for $0\le p_\perp^2\le eB$, which holds $eB/2\pi$. Both counts match.

The count was also checked without walls, by diagonalizing numerically a lattice form of $\pi_\perp^2$ on a $24\times24$ torus threaded by 6 flux quanta. The lowest cluster of eigenvalues holds 6 states and the next holds 6. Their mean values are $\pi_\perp^2/eB=0.9918$ and $2.9593$, slightly below $1$ and $3$, and the deficit is a lattice effect of calculable size. With lattice spacing $1$, hopping to a neighbour with the gauge phase is the operator $e^{\pm i\pi_x}$, so $\pi_x^2$ is replaced by $2-2\cos\pi_x=\pi_x^2-\pi_x^4/12+\dots$, and likewise for $y$. Now $\pi_x=\sqrt{eB/2}\,(a+a^\dagger)$ and
$$(a+a^\dagger)^2|N\rangle=\sqrt{N(N-1)}\,|N-2\rangle+(2N+1)|N\rangle+\sqrt{(N+1)(N+2)}\,|N+2\rangle,$$
whose squared norm is $N(N-1)+(2N+1)^2+(N+1)(N+2)=6N^2+6N+3$. The operator $\pi_y=i\sqrt{eB/2}\,(a-a^\dagger)$ changes only signs of these coefficients and gives the same norm. The first-order shift of $\pi_\perp^2/eB$ is $-2\cdot\tfrac1{12}\cdot\tfrac{eB}{4}(6N^2+6N+3)=-\tfrac{eB}{8}(2N^2+2N+1)$. With $eB=2\pi\cdot6/24^2$ in lattice units, $1-eB/8=0.9918$ and $3-5eB/8=2.959$, as found.

## 9. Weak field, and what keeps or breaks the pairing

Write $p_z^2+2neB=2mK$ with $K=p_z^2/2m+n\omega_c$. Then $E=m\sqrt{1+2K/m}$, and $\sqrt{1+u}=1+u/2-u^2/8+\dots$ with $u=2K/m$ gives
$$E-m=K-\frac{K^2}{2m}+\dots$$
Substituting $n=N+\tfrac12+\tfrac s2$, the leading term is
$$K=\frac{p_z^2}{2m}+\omega_c\left(N+\tfrac12\right)+\frac{e}{2m}B\,s .$$
The Pauli spin energy of an electron is $\tfrac g2\mu_BBs$ with $\mu_B=e/2m$, so the last term is that energy with $g=2$. The correction $-K^2/2m$, and every higher one, depends on $N$ and $s$ only through $n$: the pairing found in the Pauli theory is exact in the Dirac theory at all orders. The series converges for $2K<m$.

The pairing does not even need a uniform field. Let $\mathbf B=B(x,y)\hat{\mathbf z}$ and $D=\pi_x-i\pi_y$. The transverse part of $\boldsymbol\sigma\cdot\boldsymbol\pi$ has $D$ and $D^\dagger$ off the diagonal, the cross terms with $p_z\sigma_z$ cancel in the square because $\sigma_z$ anticommutes with $\sigma_x$ and $\sigma_y$, and $(\boldsymbol\sigma\cdot\boldsymbol\pi)^2-p_z^2$ is $DD^\dagger$ on $\uparrow$ and $D^\dagger D$ on $\downarrow$. If $D^\dagger Df=\lambda f$ with $\lambda>0$, then $DD^\dagger(Df)=\lambda(Df)$ and $\|Df\|^2=\lambda\|f\|^2\ne0$. The same argument runs the other way with $D^\dagger$, so every level with $\lambda>0$ is paired. The equal spacing $\lambda=2neB$ and the degeneracy in the guiding centre are in general lost for these levels: $\lambda$ depends on where the orbit sits, and it approaches $2neB$ only for orbits that lie in a region where the field is uniform. The level $\lambda=0$ can survive. Choose $A_x=-\partial_yW$, $A_y=\partial_xW$ with $\nabla^2W=B$. Then $D=-i[(\partial_x-i\partial_y)+e(\partial_xW-i\partial_yW)]$, and since $(\partial_x-i\partial_y)F(x-iy)=F'-F'=0$ for analytic $F$, the functions $F(x-iy)\,e^{-eW}$ satisfy $Df=0$. Those that can be normalized have $E^2=m^2+p_z^2$ exactly. The Aharonov–Casher theorem counts them for a field confined to a finite region with total flux $\Phi>0$. Far away $W\to(\Phi/2\pi)\ln r$, so $F=(x-iy)^k$ gives a normalizable state only if $k<e\Phi/2\pi-1$, and the number of such states is the largest integer strictly less than $e\Phi/2\pi$, the flux in units of the flux quantum. For the uniform field, $W=Bx^2/2$ and $F=e^{-p_y(x-iy)}$ give $e^{ip_yy}\,e^{-(x-x_0)^2/2l^2}$ up to a constant, the state $|0\rangle$ of section 3.

The pairing is broken when $g\neq2$. The real electron has $g=2(1+a_e)$, where the anomaly $a_e$ comes from its coupling to the radiation field. In weak fields it is represented by adding
$$H'=t\,\beta\Sigma_z,\qquad t=a_e\,\frac{eB}{2m}.$$
For slow electrons the upper components dominate, $\beta\to1$, and the spin energy becomes $(1+a_e)\mu_BBs$, which fixes the coefficient. The factor $\beta$ is present because the term enters the covariant equation beside the mass, and like the mass it is multiplied by $\beta$ in the Hamiltonian form. At $p_z=0$, section 5 showed that $\beta\Sigma_z=+1$ on the first pair and $-1$ on the second, so $H'$ adds $\pm t$ times the unit matrix to each $2\times2$ block. The positive energies become $E_n+t$ and $E_n-t$, and the doublet splits by $2t=a_e\omega_c$. The $n=0$ electron state has $\beta\Sigma_z=-1$ and moves to $m-t$. A constant $a_e$ describes the radiative correction only for $eB\ll m^2$, so these formulas should not be carried to stronger fields.

Three more conditions limit the result. An electric potential $V(\mathbf r)$ adds the same term to both diagonal blocks of $H$, which then no longer has the form required by the block lemma, and the formula for $E_n$ does not hold in general. For carriers in a crystal the orbital mass and the $g$-factor are set separately by the band structure, so the pairing is not automatic: in a parabolic band of mass $m^*$ the spin splitting $|g|\mu_BB=|g|eB/2m$ equals the orbital spacing $eB/m^*$ only if $|g|\,m^*/m=2$, and for negative $g$ the unpaired level then has $s=+1$. Finally, states with $n\ge1$ decay by emitting photons, so real levels have a width that the one-particle equation does not contain.

## 10. SI units and numbers

Restoring constants, $H=c\,\boldsymbol\alpha\cdot\boldsymbol\pi+\beta mc^2$ and $\mathbf p=-i\hbar\nabla$, so $[\pi_x,\pi_y]=-i\hbar eB$. Every $eB$ above becomes $\hbar eB$, and every squared momentum in $H^2$ is multiplied by $c^2$:
$$E_n^2=(mc^2)^2+(p_zc)^2+2n\,\hbar eBc^2=(mc^2)^2\left[1+\left(\frac{p_z}{mc}\right)^2+2n\,\frac{B}{B_c}\right],\qquad B_c=\frac{m^2c^2}{e\hbar}.$$
Also $\hbar\omega_c=\hbar eB/m=mc^2\,B/B_c$, $l=\sqrt{\hbar/eB}=(\hbar/mc)\sqrt{B_c/B}$, and the orbital density is $1/2\pi l^2=eB/h$. The field $B_c$ is the one at which the cyclotron quantum equals the rest energy and the magnetic length equals the reduced Compton wavelength. The constants give $mc^2=0.510999$ MeV, $B_c=4.41401\times10^9$ T, $\hbar/mc=0.38616$ pm and $a_e=1.159652\times10^{-3}$. Both examples are for a free electron in vacuum, with chosen fields and momenta.

**A laboratory field: $B=10$ T, $p_z=0$.** The basic ratio is $B/B_c=10/(4.41401\times10^9)=2.2655\times10^{-9}$. From it,
$$\hbar\omega_c=2.2655\times10^{-9}\times0.510999\ \text{MeV}=1.1577\ \text{meV},\qquad l=\frac{0.38616\ \text{pm}}{\sqrt{2.2655\times10^{-9}}}=8.113\ \text{nm},$$
$$\frac{eB}{h}=\frac1{2\pi\,(8.113\ \text{nm})^2}=2.418\times10^{15}\ \text{m}^{-2},$$
that is 2418 orbital states per square micrometre for each spin state of a level. To more digits $\hbar\omega_c=1.157676$ meV. The leading relativistic correction for $n=1$ is
$$-\frac{(\hbar\omega_c)^2}{2mc^2}=-\frac{(1.157676\times10^{-3}\ \text{eV})^2}{2\times0.510999\times10^{6}\ \text{eV}}=-1.3114\ \text{peV},$$
and it grows as $n^2$. The values below were obtained by diagonalizing the $4\times4$ blocks $H_n$ numerically in extended precision, which is needed because the correction for $n=1$ is only about 3 parts in $10^{18}$ of $E$, below the resolution of double precision. The correction is $E-mc^2-n\hbar\omega_c$, and the $n=0$ level is at $mc^2$ exactly.

| $n$ | $E-mc^2$ (meV) | correction (peV) |
|---|---|---|
| 0 | 0 | 0 |
| 1 | 1.157676 | $-1.3114$ |
| 2 | 2.315353 | $-5.2455$ |
| 3 | 3.473029 | $-11.8023$ |

The corrections stand in the ratio $1:4:9$, and the two positive eigenvalues of each block coincide. With $H'$ added to the $n=1$ block the diagonalization gives a splitting of $1.3425\ \mu$eV, equal to $a_e\hbar\omega_c=1.159652\times10^{-3}\times1.157676$ meV. This is about a million times the relativistic correction for $n=1$. For the low levels at $p_z=0$ in this field the larger departure from the equally spaced, paired ladder is therefore the anomalous moment and not the square root in $E_n$. The relativistic correction grows as $n^2$ while the splitting stays $a_e\hbar\omega_c$, so the two become equal at $n^2\approx1.3425\ \mu\text{eV}/1.3114\ \text{peV}$, that is $n\approx10^3$ or a kinetic energy of about 1 eV, and above that the accumulated shift of a level exceeds the splitting. The spacing of neighbouring levels changes much more slowly. By section 4 it is $\hbar\omega_c\,mc^2/E_n$ at large $n$, short of $\hbar\omega_c$ by the fraction $(E_n-mc^2)/E_n$, and this fraction reaches $a_e$ only at a kinetic energy of about $a_emc^2\approx0.6$ keV, that is $n\approx5\times10^5$.

**The critical field: $B=B_c$, $p_z=0.5\,mc$.** Here $p_zc=0.255499$ MeV, $l=\hbar/mc=0.38616$ pm and $eB_c/h=1.0673\times10^{24}\ \text{m}^{-2}$. In units of $mc^2$, $E_n^2=1+0.25+2n$. For $n=1$,
$$E_1=\sqrt{3.25}=1.802776,\qquad 1.802776\times0.510999\ \text{MeV}=0.92122\ \text{MeV},$$
$$|\langle\Sigma_z\rangle|=1-\frac{2n}{E^2+E}=1-\frac{2}{3.25+1.802776}=0.604178 .$$
The Pauli estimate is $1+K=1+0.5^2/2+n$.

| $n$ | $E^2$ | $E/mc^2$ | $E$ (MeV) | Pauli | $\lvert\langle\Sigma_z\rangle\rvert$ |
|---|---|---|---|---|---|
| 0 | 1.25 | 1.118034 | 0.571314 | 1.125 | 1.000000 |
| 1 | 3.25 | 1.802776 | 0.921216 | 2.125 | 0.604178 |
| 2 | 5.25 | 2.291288 | 1.170846 | 3.125 | 0.469587 |
| 3 | 7.25 | 2.692582 | 1.375907 | 4.125 | 0.396535 |

For $n=0$ the Pauli value is close, because the field drops out and only $p_z$ is treated approximately. For $n\ge1$, $2K>mc^2$ lies outside the range of the series, the levels crowd together as $eB/E$, and the spin arrow no longer describes a nearly pure state. These are levels of the Dirac equation itself, without radiative corrections.

## 11. A check that uses no ladder operators

The second example was also solved by diagonalizing the full four-component $H$ numerically in real space, in the Landau gauge with $p_yl=0.5$, in a box $|x|\le7.5\,l$, with finite differences of step $h=0.1\,l$ and $0.05\,l$. Two features of the method need explanation.

A centred difference on a single grid replaces the wave number $\kappa$ by $\sin(\kappa h)/h$, which vanishes also at $\kappa=\pi/h$ and produces a spurious second copy of the spectrum. Since $\pi_x$ connects only $\uparrow$ with $\downarrow$, the $\uparrow$ components can be placed on the midpoints between the $\downarrow$ points. The derivative then gives $2\sin(\kappa h/2)/h$, which vanishes only at $\kappa=0$. The error in $E^2$ is of order $h^2$, and the combination $\tfrac13(4E^2_{h/2}-E^2_h)$ cancels that order.

The second feature comes from section 3. On the grid $D=\pi_x-i\pi_y$ is a finite square matrix, and a square matrix and its adjoint have the same singular values, so a near-zero mode of $D$ forces one of $D^\dagger$. That mode is the solution $e^{+\xi^2/2}$, which the box makes normalizable. It has spin up, sits at the wall and is degenerate with the true $n=0$ state. To count only interior states, the probability within about $5\,l$ of $x_0$ was summed over all eigenvectors of each degenerate group. This sum is a trace and does not depend on how the degenerate eigenvectors happen to be mixed.

The extrapolated values of $E^2$ at positive energy are $1.2500$, $3.2500$, $5.2500$ and $7.2500$ in units of $(mc^2)^2$, and the negative branch agrees with the formula as well. The interior counts are $1.0000$ for $n=0$ and $2.0000$ for $n=1,2,3$, for each sign of the energy. In the $n=0$ level the grid gives $\langle\Sigma_z\rangle=-1.000000$ and a mean position $\langle x\rangle=-0.5000\,l$, which is $x_0=-p_yl^2$. The wall mode belongs to this choice of grid and wall condition, with equal numbers of $\uparrow$ and $\downarrow$ points. With one more $\downarrow$ point than $\uparrow$ points, $D$ is rectangular and its zero mode has no partner. In the infinite plane $e^{+\xi^2/2}$ is not a state, and the lowest level is unpaired.

## Computed values

```
operator identities hold in Landau and symmetric gauge
explicit spinors checked (n=0..3, both signs of E): 14
torus 24x24, flux quanta 6: states N=0: 6, N=1: 6
torus pi_perp^2/eB: N=0 0.9918, N=1 2.9593
mc^2 = 0.510999 MeV
B_c = 4.41401e+09 T
a_e = 1.159652e-03
(a) B = 10.0 T, p_z = 0 (chosen)
B/B_c = 2.26552e-09
l = 8.1130 nm
hbar omega_c = 1.157676 meV
eB/h = 2.41799e+15 m^-2 = 2418.0 per um^2
n=0: E - mc^2 = 0 meV
n=1: E - mc^2 = 1.157676 meV, relativistic correction = -1.3114 peV
n=2: E - mc^2 = 2.315353 meV, relativistic correction = -5.2455 peV
n=3: E - mc^2 = 3.473029 meV, relativistic correction = -11.8023 peV
anomaly splitting of n=1 pair = 1.3425 ueV
(b) B = B_c, p_z = 0.5 mc (chosen); p_z c = 0.255499 MeV
l = hbar/mc = 0.38616 pm
eB_c/h = 1.06730e+24 m^-2
grid: h = 0.1 l and 0.05 l, box +-7.5 l, p_y l = 0.5, <x>_0 = -0.5000 l
n=0: E^2 = 1.2500 (grid 1.2500) (mc^2)^2, E = 1.118034 mc^2 = 0.571314 MeV
     states E>0: 1.0000, E<0: 1.0000, |<Sigma_z>| = 1.000000, Pauli E = 1.1250 mc^2
n=1: E^2 = 3.2500 (grid 3.2500) (mc^2)^2, E = 1.802776 mc^2 = 0.921216 MeV
     states E>0: 2.0000, E<0: 2.0000, |<Sigma_z>| = 0.604178, Pauli E = 2.1250 mc^2
n=2: E^2 = 5.2500 (grid 5.2500) (mc^2)^2, E = 2.291288 mc^2 = 1.170846 MeV
     states E>0: 2.0000, E<0: 2.0000, |<Sigma_z>| = 0.469587, Pauli E = 3.1250 mc^2
n=3: E^2 = 7.2500 (grid 7.2500) (mc^2)^2, E = 2.692582 mc^2 = 1.375907 MeV
     states E>0: 2.0000, E<0: 2.0000, |<Sigma_z>| = 0.396535, Pauli E = 4.1250 mc^2
grid <Sigma_z> in n=0 level = -1.000000
```
